\section*{Area, Maximum and Zero of a Fano Profile}

\section{Three units near the line, four in the band}

A discrete state is placed in the middle of a continuum and coupled to it. In the example below, the state brings dipole strength of 4.00 in a convenient unit. Within twenty half-widths of the resonance, however, the dipole strength rises by only 2.99 units above the undisturbed continuum. The full 4.00 is recovered when the count is extended over the whole continuum band.

The Fano profile explains why the number near the line is about 3 rather than 4, although the closeness of 2.99 to 3 is partly a compensation, as the last section shows. Its area above background is proportional to $q^2-1$, whereas, for a state at the centre of a flat band as here, the strength brought by the discrete state is proportional to $q^2$. Here $q=-2$, so the two values are 3 and 4. These notes derive the profile, its extrema and its area, and then locate the missing unit.

\section{Statement and conventions}

Hartree atomic units are used. The initial state has energy zero, so the final-state energy $E$ is also the photon energy. Let $E_r$ be the resonance energy, $\Gamma>0$ its full width, $q$ a real number and $\sigma_0>0$ the background cross section, all constant across the line. The profile is
\begin{equation}
\sigma(E)=\sigma_0 f(\varepsilon),\qquad
f(\varepsilon)=\frac{(q+\varepsilon)^2}{1+\varepsilon^2},\qquad
\varepsilon=\frac{E-E_r}{\Gamma/2}.
\label{fano}
\end{equation}
The results to be shown are
\begin{equation}
\lim_{X\to\infty}\int_{E_r-X}^{E_r+X}[\sigma(E)-\sigma_0]\,dE
=\sigma_0\,\frac{\pi\Gamma}{2}\,(q^2-1),
\label{area}
\end{equation}
a zero at $\varepsilon=-q$ and, for $q\neq0$, a maximum at $\varepsilon=1/q$. For $q\neq0$ the area depends on how the two limits go to infinity, so the symmetric limits in \eqref{area} are part of the statement.

\section{Where the profile comes from}

\subsection*{The model}

A discrete state $|\phi\rangle$ of energy $E_r$ interacts with continuum states $|E'\rangle$, normalized by $\langle E'|E''\rangle=\delta(E'-E'')$, which fill the band $|E'-E_r|<W$. The coupling $V=\langle\phi|H|E'\rangle$ is real, nonzero and independent of $E'$. Acting on the initial state with the dipole component along the polarization gives
\begin{equation}
|D\rangle=d_\phi|\phi\rangle+d_c\int dE'\,|E'\rangle ,
\end{equation}
with real constants $d_\phi$ and $d_c\neq0$. The dipole strength per unit energy is
\begin{equation}
S(E)=\sum_n|\langle n|D\rangle|^2\delta(E-E_n)
=-\frac1\pi\,\mathrm{Im}\,\langle D|(E-H+i0)^{-1}|D\rangle ,
\end{equation}
where the sum includes an integral over continuous eigenvalues. The second form follows from $\mathrm{Im}\,(y+i0)^{-1}=-\pi\delta(y)$.

Strength and cross section are proportional. A field $\mathcal E_0\cos\omega t$ has a resonant part of amplitude $\mathcal E_0/2$, so the golden rule gives the rate $2\pi(\mathcal E_0/2)^2S$. Multiplying by $\omega$ and dividing by the energy flux $c\,\mathcal E_0^2/8\pi$ gives $\sigma=4\pi^2\alpha\omega S$, with $\alpha=1/c$. Across a narrow line $\omega$ may be replaced by $E_r$.

\subsection*{Eliminating the continuum}

Let $|\chi\rangle=a|\phi\rangle+\int dE'\,b(E')|E'\rangle$ solve $(E-H+i0)|\chi\rangle=|D\rangle$, and write $x=E-E_r$. The components of this equation are
\begin{align}
xa-V\int dE'\,b(E')&=d_\phi,\\
(E-E'+i0)\,b(E')-Va&=d_c .
\end{align}
The second equation gives $b=(d_c+Va)/(E-E'+i0)$. With
\begin{equation}
F=\int\frac{dE'}{E-E'+i0},
\end{equation}
the integral of $b$ is $F(d_c+Va)$. The first equation then yields
\begin{equation}
a=\frac{d_\phi+Vd_cF}{x-V^2F}.
\end{equation}
The required matrix element is therefore
\begin{align}
\langle D|\chi\rangle&=d_\phi a+d_cF(d_c+Va)\nonumber\\
&=d_c^2F+\frac{(d_\phi+Vd_cF)^2}{x-V^2F}.
\label{resolvent}
\end{align}
For $|x|<W$, the principal value of $\int_{-W}^{W}dy/(x-y)$ is $\ln[(W+x)/(W-x)]$, and the $i0$ contributes $-i\pi$. Hence
\begin{equation}
F=\pi\lambda-i\pi,\qquad
\lambda=\frac1\pi\ln\frac{W+x}{W-x}.
\end{equation}

\subsection*{Width and shape parameter}

When $\lambda$ is negligible, the denominator in \eqref{resolvent} is $x+i\pi V^2$. The amplitude of the discrete state then decays as $e^{-\pi V^2t}$ and its probability as $e^{-2\pi V^2t}$. This identifies the width, and the shape parameter is defined alongside it:
\begin{equation}
\Gamma=2\pi V^2,\qquad q=\frac{d_\phi}{\pi Vd_c}.
\label{params}
\end{equation}
It follows that $d_\phi+Vd_cF=\pi Vd_c(q+\lambda-i)$ and $x-V^2F=\pi V^2(\varepsilon-\lambda+i)$. Set $Q=q+\lambda$ and $e=\varepsilon-\lambda$. The last term of \eqref{resolvent} becomes $\pi d_c^2(Q-i)^2/(e+i)$, and
\begin{align}
\mathrm{Im}\,\frac{(Q-i)^2}{e+i}
&=\mathrm{Im}\,\frac{(Q^2-1-2iQ)(e-i)}{1+e^2}\nonumber\\
&=-\frac{Q^2-1+2Qe}{1+e^2}.
\end{align}
The first term of \eqref{resolvent} has imaginary part $-\pi d_c^2$. Multiplying the sum by $-1/\pi$ gives
\begin{align}
S&=d_c^2\left[1+\frac{Q^2-1+2Qe}{1+e^2}\right]
=d_c^2\,\frac{(Q+e)^2}{1+e^2}\nonumber\\
&=d_c^2\,\frac{(q+\varepsilon)^2}{1+(\varepsilon-\lambda)^2},
\label{band}
\end{align}
because $\lambda$ cancels in $Q+e=q+\varepsilon$.

Near the line, $\lambda\simeq2x/(\pi W)=\varepsilon\Gamma/(\pi W)$. For $\Gamma\ll W$ it can be dropped there, which leaves \eqref{fano} with $\sigma_0=4\pi^2\alpha E_rd_c^2$.

\section{The zero}

The zero comes from the cancellation of two excitation paths. Let an eigenstate $|n\rangle$ inside the band have discrete component $a_n$ and continuum components $c_n(E')$. The discrete row of $H|n\rangle=E|n\rangle$ reads $E_ra_n+V\int c_n\,dE'=Ea_n$, so $\int c_n\,dE'=xa_n/V$. Its dipole amplitude is
\begin{align}
\langle D|n\rangle&=d_\phi a_n+d_c\frac{x}{V}a_n
=\frac{d_c}{V}\left(\pi V^2q+x\right)a_n\nonumber\\
&=\frac{d_c}{V}\,\frac{\Gamma}{2}\,(q+\varepsilon)\,a_n .
\label{amp}
\end{align}
The direct path into the continuum and the path through the discrete state cancel at $\varepsilon=-q$. Since $\lambda$ does not enter the bracket, the finite band does not shift the zero in this model. From \eqref{fano} it is also clear that $f$ has no other zero, as its numerator is the square of $q+\varepsilon$.

The zero is complete here because the model has a single continuum, all of which interferes with the discrete state. If other continua that are not coupled to the discrete state add a constant $\sigma_b$, the zero becomes a minimum of height $\sigma_b$. The excess above the total background $\sigma_0+\sigma_b$ is unchanged. A second continuum that is coupled to the discrete state is a different case. It changes $\Gamma$ and $q$, and it can fill the zero even when it has no dipole amplitude of its own: in the wide-band limit, a coupling $V_2$ lifts the minimum of $S$ to $d_c^2V_2^2/(V^2+V_2^2)$.

\section{The maximum}

The maximum can be found without differentiation. Expanding two squares gives
\begin{align}
(q+\varepsilon)^2+(1-q\varepsilon)^2
&=q^2+2q\varepsilon+\varepsilon^2+1-2q\varepsilon+q^2\varepsilon^2\nonumber\\
&=(1+q^2)(1+\varepsilon^2).
\end{align}
Division by $1+\varepsilon^2$ yields
\begin{equation}
f(\varepsilon)=1+q^2-\frac{(1-q\varepsilon)^2}{1+\varepsilon^2}.
\label{max}
\end{equation}
The subtracted term is never negative. For $q\neq0$ it vanishes at the single point $\varepsilon=1/q$, which is therefore the unique global maximum, with height $1+q^2$. For $q=0$, equation \eqref{max} becomes $f=1-1/(1+\varepsilon^2)$. The profile is then a dip that approaches the background from below and has no maximum at finite energy.

The maximum and the zero lie on opposite sides of $E_r$. Their separation is
\begin{equation}
\frac{\Gamma}{2}\left(|q|+\frac1{|q|}\right)\geq\Gamma ,
\end{equation}
since $|q|+1/|q|-2=(|q|-1)^2/|q|\geq0$. For large $|q|$ the maximum approaches $E_r$ and the zero moves far into the wing. For small $|q|$ these roles are exchanged.

\section{The area above background}

\subsection*{Symmetric limits}

Subtracting the background from \eqref{fano} gives
\begin{equation}
f-1=\frac{q^2+2q\varepsilon+\varepsilon^2-1-\varepsilon^2}{1+\varepsilon^2}
=\frac{q^2-1}{1+\varepsilon^2}+\frac{2q\varepsilon}{1+\varepsilon^2}.
\label{split}
\end{equation}
The first part is an even Lorentzian. The second is odd and comes from interference. An antiderivative of the sum is $(q^2-1)\arctan\varepsilon+q\ln(1+\varepsilon^2)$, so a window from $-A$ to $B$ contains
\begin{equation}
\int_{-A}^{B}(f-1)\,d\varepsilon
=(q^2-1)(\arctan A+\arctan B)+q\ln\frac{1+B^2}{1+A^2}.
\label{window}
\end{equation}
For $A=B$ the logarithm vanishes. As $A\to\infty$ the two arctangents add up to $\pi$, and the area in $\varepsilon$ is $\pi(q^2-1)$. Multiplication by $\sigma_0$ and by $dE/d\varepsilon=\Gamma/2$ proves \eqref{area}.

\subsection*{What other limits do}

For $q\neq0$ the odd part falls only as $2q/\varepsilon$, so the integral over either wing alone diverges logarithmically. If the limits grow with a fixed ratio $B/A=k$, the logarithm in \eqref{window} tends to $2q\ln k$, and the answer depends on $k$.

With $q=-2$ the symmetric limit is $3\pi=9.425$. A window from $-10000$ to $20000$ gives 6.652 instead, and the shift agrees with $2q\ln2=-2.773$. A fixed displacement of a wide window is harmless, because the ratio of its ends still tends to one. Moving the window from $-10000$ to $10000$ upward by 3 gives 9.422.

\subsection*{Sign and limiting cases}

The net excess is positive for $|q|>1$ and negative for $|q|<1$. At $|q|=1$ the gain and the loss balance, although the peak is still twice the background. At $q=0$ the area is $-\sigma_0\pi\Gamma/2$. If $|q|\to\infty$ with $\sigma_0q^2$ held fixed, the background and the interference disappear, and a Lorentzian of area $\sigma_0q^2\pi\Gamma/2$ remains.

\section{Where the missing unit goes}

Completeness fixes the total strength at $\langle D|D\rangle=d_\phi^2+2Wd_c^2$. Without the discrete state it is $2Wd_c^2$. The total gain is therefore
\begin{equation}
d_\phi^2=\pi^2V^2d_c^2q^2=d_c^2\,\frac{\pi\Gamma}{2}\,q^2 ,
\end{equation}
by \eqref{params}. In the unit $d_c^2\pi\Gamma/2$ this is $q^2$, while the Fano profile accounts for $q^2-1$. The total includes two bound states, one on each side of the band, which exist because $F$ diverges at the sharp edges. For $\Gamma\ll W$ they lie about $2We^{-2\pi W/\Gamma}$ from the edges and their strength is exponentially small, entirely negligible at $\Gamma/W=0.01$. At $\Gamma/W=1$ and $q=-2$ they hold 0.36 of the 4 units.

The difference lies in the quantity $\lambda$ that was dropped. To first order in $\lambda$, the denominator of \eqref{band} satisfies
\begin{equation}
\frac{1}{1+(\varepsilon-\lambda)^2}\simeq
\frac{1}{1+\varepsilon^2}\left(1+\frac{2\varepsilon\lambda}{1+\varepsilon^2}\right).
\end{equation}
Far from the line, where $f\simeq1$, this adds $2\lambda/\varepsilon$ to $S/d_c^2$. Because $\lambda$ is odd in $\varepsilon$, the added term is even and survives a symmetric integration. It is small, of order $\Gamma/W$, but it extends over a range of order $W/\Gamma$ in $\varepsilon$. With $t=x/W$ and $d\varepsilon/\varepsilon=dt/t$, its integral over the band is
\begin{align}
\int\frac{2\lambda}{\varepsilon}\,d\varepsilon
&=\frac4\pi\int_0^1\ln\frac{1+t}{1-t}\,\frac{dt}{t}
=\frac8\pi\sum_{m=0}^{\infty}\frac1{(2m+1)^2}\nonumber\\
&=\frac8\pi\,\frac{\pi^2}{8}=\pi .
\end{align}
Here the logarithm was expanded as $2\sum_m t^{2m+1}/(2m+1)$ and integrated term by term. Multiplying by $d_c^2\Gamma/2$ to return to strength gives $d_c^2\pi\Gamma/2$, which is the missing unit to leading order in $\Gamma/W$.

The case $q=0$ shows the meaning of the $-1$. The discrete state then brings no dipole strength, so the coupling can only redistribute what the continuum already has. It removes one unit near the resonance and spreads it thinly over the band. The identification of $q^2$ with the strength of the bare state relies on $\lambda$ vanishing at $x=0$, that is, on a flat band centred on the state. If the band reaches $W_1$ below and $W_2$ above the state, then $\lambda(0)=\pi^{-1}\ln(W_1/W_2)$ and the line shows the shape parameter $q+\lambda(0)$. For $W_1=0.1$ and $W_2=0.7$ hartree, a state bringing 4 units gives a line with shape parameter near $-2.6$, and a state bringing none gives about $-0.62$. The $q$ fitted to a real line therefore does not by itself give $d_\phi^2$.

The area \eqref{area} is thus a local result. The window must be wide compared with $\Gamma$, so that the Lorentzian is collected, and narrow compared with $W$, so that the spread-out unit is not.

\section{Worked example}

\subsection*{Profile and area}

The model parameters are $E_r=2$ hartree, $\Gamma=0.004$ hartree, $q=-2$, $\sigma_0=0.05\,a_0^2$ and $W=0.4$ hartree. The extrema are at
\begin{align}
E_{\max}&=2+\frac{0.002}{-2}=1.999\ \text{hartree},\\
E_{\rm zero}&=2+2\times0.002=2.004\ \text{hartree}.
\end{align}
The peak cross section is $0.05\times(1+4)=0.25\,a_0^2$. The integrated excess in the symmetric limit is
\begin{equation}
0.05\times\frac{\pi\times0.004}{2}\times3
=9.42\times10^{-4}\ a_0^2\,\text{hartree},
\end{equation}
or 0.718 Mb\,eV. A window of $\pm0.04$ hartree, which is $\pm20$ in $\varepsilon$, collects $9.13\times10^{-4}\,a_0^2$ hartree. This is the fraction $(2/\pi)\arctan20=0.968$ of the limit.

These are areas of the Fano profile \eqref{fano} with constant $\sigma_0$. The finite band raises the excess in the $\pm20$ window by 2.9 percent, as the first row of the table below shows. If the photon-energy factor is kept, the excess is multiplied by $E/E_r=1+\varepsilon\Gamma/(2E_r)$. The linear term combines with the odd part of \eqref{split} and adds
\begin{equation}
\frac{q\Gamma}{E_r}\int_{-20}^{20}\frac{\varepsilon^2}{1+\varepsilon^2}\,d\varepsilon
=-0.004\,(40-2\arctan20)\simeq-0.15
\end{equation}
to an area in $\varepsilon$ of about 9.1. The photon-energy factor thus lowers the excess in this window by 1.6 percent, and its effect grows with the window. Over the whole band, $\int ES\,dE=\langle D|H|D\rangle$ shows that the gain weighted by $E/E_r$ is $q^2+4Wq/(\pi E_r)=3.49$ units, so the total of 4 refers to the dipole strength and not to the cross section.

\subsection*{Diagonalization}

The microscopic parameters follow from \eqref{params} and from $\sigma_0=4\pi^2\alpha E_rd_c^2$:
\begin{align}
V&=\sqrt{0.004/2\pi}=0.02523\ \text{hartree}^{1/2},\\
d_c&=0.2946\ a_0\,\text{hartree}^{-1/2},\\
d_\phi&=-2\pi\times0.02523\times0.2946=-0.0467\ a_0 .
\end{align}
The numerical check replaces the continuum by 2000 levels, spaced by 0.0004 hartree or 0.20 in $\varepsilon$, and diagonalizes the Hamiltonian. The strongest level lies at $\varepsilon=-0.57$, within one spacing of $1/q=-0.5$. The ratio of the dipole amplitude to the discrete component $a_n$, interpolated between levels, changes sign at $\varepsilon=2.000$. Equation \eqref{amp} holds exactly for the discretized Hamiltonian as well, so this checks the algebra rather than the continuum limit.

To compare with the profile, the strength of each level is divided by the local level spacing and by $d_c^2$. For $|\varepsilon|<6$ these values differ from the Fano $f$, whose peak is 5, by at most 0.017. They differ from the finite-band form \eqref{band} by at most 0.003. Most of the first deviation is therefore due to the finite band.

The excess in symmetric windows, in the unit $d_c^2\pi\Gamma/2$, is as follows.
\begin{center}
\begin{tabular}{lcc}
Window & Levels & Fano profile\\
$|\varepsilon|<20$ & 2.989 & 2.905\\
$|\varepsilon|<50$ & 3.170 & 2.962\\
$|\varepsilon|<100$ & 3.404 & 2.981\\
whole band & 4.000 & 
\end{tabular}
\end{center}

The value 2.989 in the first row is close to 3 partly by compensation. The Fano profile has not yet collected its wings and gives 2.905. The spread-out part has already begun to contribute. With $\lambda/\varepsilon\simeq\Gamma/(\pi W)$ it amounts to
\begin{equation}
\frac1\pi\times40\times\frac{2\Gamma}{\pi W}
=\frac{80\times0.01}{\pi^2}=0.081 ,
\end{equation}
and the sum is 2.986. This estimate uses the far-wing form $2\lambda/\varepsilon$ over the whole window. If $f$ is kept, the even part of the first-order term is $(2\lambda/\varepsilon)\,\varepsilon^2(q^2+\varepsilon^2)/(1+\varepsilon^2)^2$, and the window length 40 is replaced by $40-2\arctan20+(q^2-1)(\arctan20-20/401)=41.4$. This raises 0.081 to 0.084 and accounts for the remaining 0.003. The change has two parts, $-0.006$ from $-2\arctan20$ and $+0.009$ from the term in $q^2-1$, which partly cancel. The second part grows with $q^2$, so the far-wing estimate is less accurate for large $|q|$. With $\Gamma/W=0.01$ the scales are not far enough apart for a flat plateau at $q^2-1=3$. The levels pass through that value and continue to $q^2=4$.

\section*{Computed results}
\begin{verbatim}
INPUT
Er = 2.000 hartree, Gamma = 0.0040 hartree
q = -2.0, sigma0 = 0.050 a0^2, W = 0.40 hartree
EXTREMA BY SEARCH (dimensionless)
q= -2.0: max at  -0.5000, height  5.0000, zero at   2.0000
q= -0.4: max at  -2.5000, height  1.1600, zero at   0.4000
q=  0.5: max at   2.0000, height  1.2500, zero at  -0.5000
q=  1.0: max at   1.0000, height  2.0000, zero at  -1.0000
q=  3.0: max at   0.3333, height 10.0000, zero at  -3.0000
SYMMETRIC AREA OF f-1 OVER eps, DIVIDED BY pi
q= -2.0:   3.0000
q=  0.0:  -1.0000
q=  0.5:  -0.7500
q=  1.0:  -0.0000
q=  3.0:   8.0000
WINDOWS FOR q = -2: AREA OF f-1 OVER eps
symmetric limit           : 9.4248
-10000 to 10000, moved +3 : 9.4218
-10000 to 20000           : 6.6517
WORKED EXAMPLE
maximum at E = 1.9990 hartree
zero at E    = 2.0040 hartree
peak cross section = 0.2500 a0^2
excess, window +-0.040 hartree = 9.1250e-04 a0^2 hartree
excess, symmetric limit = 9.4248e-04 a0^2 hartree
the same = 0.7182 Mb eV
DIAGONALIZATION, 2000 continuum levels
V = 0.02523 hartree^(1/2)
d_c = 0.29458 a0 hartree^(-1/2), d_phi = -0.04670 a0
level spacing = 0.00040 hartree = 0.20 in eps
largest deviation from Fano f, |eps|<6: 0.0171
largest deviation from finite-band form: 0.0027
strongest level: eps = -0.567, f = 4.994
zero of the amplitude: eps = 2.00000
EXCESS / (d_c^2 pi Gamma/2): levels, finite band, Fano
|eps|< 20: 2.9889, 2.9889, 2.9046
|eps|< 50: 3.1699, 3.1699, 2.9618
|eps|<100: 3.4038, 3.4038, 2.9809
whole band: 4.0000, 4.0000
part spread over the band by 2*lambda/eps: 1.0000
\end{verbatim}
